\section*{Concavity of the Global-Hybrid Ground-State Energy in Its Mixing Fraction, part 2}

We ask how the energy of a global hybrid functional varies with its fraction $a$ of exact exchange. A Slater determinant $\Phi$ has energy
\[
F_a[\Phi]=T+V_{\rm ext}+J+E_c+aE_x^{\rm ex}+(1-a)E_x^{\rm sl},
\]
with kinetic, external, Hartree, correlation, exact-exchange and semilocal-exchange terms. Nuclear positions, one-body Hamiltonian, electron numbers, basis, grid and correlation functional stay fixed. Let $D=E_x^{\rm ex}-E_x^{\rm sl}$. At fixed $\Phi$ the first four terms cancel in
\begin{align}
F_b[\Phi]-F_a[\Phi]&=(b-a)E_x^{\rm ex}[\Phi]+\bigl[(1-b)-(1-a)\bigr]E_x^{\rm sl}\nonumber\\
&=(b-a)D[\Phi].
\label{eq:affine}
\end{align}

The global minimum $E(a)$ of $F_a$, reached at $\Phi_a$, is therefore concave: it lies on or above its chords. Write $D_a=D[\Phi_a]$, so that $D_0$ is its value at $a=0$. If $D_{\min}$ and $D_{\max}$ are the extreme values of $D$ among the minimisers at $a$,
\begin{equation}
E'(a^+)=D_{\min}(a),\qquad E'(a^-)=D_{\max}(a).
\label{eq:onesided}
\end{equation}
If they agree, $dE/da=D_a$. In every case
\begin{equation}
E(1)-E(0)=\int_0^1D_a\,da .
\label{eq:integral}
\end{equation}
For $b>a$, the relaxation energy $R=F_b[\Phi_a]-E(b)$ obeys
\begin{equation}
0\le R\le(b-a)(D_a-D_b).
\label{eq:relax}
\end{equation}

The two-site model has one electron of each spin. The up electron occupies sites 1 and 2 with probabilities $(1\pm m)/2$, and the down electron has these exchanged. With hopping $\tau$, repulsion $U$ and staggered field $h$, the energy is $-2\tau\sqrt{1-m^2}+U+aE_x^{\rm ex}+(1-a)E_x^{\rm sl}-hm$, where $E_x^{\rm ex}=-\frac U2\sum_{i\sigma}n_{i\sigma}^2$, $E_x^{\rm sl}=-\frac U2\sum_{i\sigma}n_{i\sigma}^{4/3}$ and $n_{i\sigma}$ is the occupation of site $i$ by spin $\sigma$. For small $m$ the stationary point is $m=h/H$, with $H=H_0-ca$, $H_0=2\tau-\frac89\,2^{-4/3}U$ and $c=(1-\frac89\,2^{-4/3})U$, and the curvature of its energy in $a$ is $-c^2h^2/H^3$. Numerical energies are in eV.

\subsection{What self-consistency guarantees}

A self-consistent calculation solves orbital equations. To see what they impose, mix a small amount $\eta$ of an empty orbital $v$ into an occupied orbital $i$ of the same spin. To first order the density matrix changes by $\delta\gamma=\eta|v\rangle\langle i|+\eta^*|i\rangle\langle v|$. Let $\hat f_a$ be the Hermitian operator defined by $\delta F_a={\rm Tr}(\hat f_a\,\delta\gamma)$. Then
\begin{equation}
\delta F_a=\eta\langle i|\hat f_a|v\rangle+\eta^*\langle v|\hat f_a|i\rangle
=2\,{\rm Re}\bigl(\eta\langle i|\hat f_a|v\rangle\bigr).
\end{equation}
This vanishes for every complex $\eta$ if and only if $\langle i|\hat f_a|v\rangle=0$. The occupied orbitals can then be chosen as eigenfunctions of $\hat f_a$, which is the self-consistency condition. It expresses stationarity and does not distinguish a minimum from a saddle.

Describe the determinants near a stationary one by independent real parameters $x_1,x_2,\dots$ for occupied--empty mixing. Rotations among occupied orbitals are left out because they do not change $\Phi$ beyond a phase. Write
\begin{equation}
G(x,a)=F_0(x)+aD(x),\qquad
g_k=\frac{\partial D}{\partial x_k},\qquad
H_{kl}=\frac{\partial^2G}{\partial x_k\partial x_l}.
\end{equation}
Assume that $G$ is twice continuously differentiable and that the matrix $H$ is invertible. The implicit function theorem then gives a smooth branch $x(a)$ with $\partial G/\partial x_k=0$. Let $e(a)=G(x(a),a)$ be its energy. The chain rule gives
\begin{equation}
\frac{de}{da}=\sum_k\frac{\partial G}{\partial x_k}\frac{dx_k}{da}+D=D ,
\end{equation}
because every $\partial G/\partial x_k$ is zero on the branch. The slope formula therefore holds for any smooth stationary branch.

Concavity does not carry over in the same way. Differentiate the stationarity condition along the branch:
\begin{equation}
\sum_lH_{kl}\frac{dx_l}{da}+g_k=0
\quad\Longrightarrow\quad
\frac{dx}{da}=-H^{-1}g .
\end{equation}
The term $g_k$ appears because $a$ enters $G$ as the factor of $D$. Differentiating $de/da=D(x(a))$ once more,
\begin{equation}
\frac{d^2e}{da^2}=\sum_kg_k\frac{dx_k}{da}=-g^{T}H^{-1}g=-\sum_j\frac{(u_j\cdot g)^2}{\lambda_j},
\label{eq:curv}
\end{equation}
where $\lambda_j$ and $u_j$ are the eigenvalues and orthonormal eigenvectors of the symmetric matrix $H$.

At a nondegenerate local minimum all $\lambda_j$ are positive and the branch is concave. Its curvature vanishes only if $g=0$, that is, if a change of $a$ exerts no first-order force on the orbitals. A soft rotation, with small $\lambda_j$, gives strong curvature if it couples to $D$. At a saddle, a negative $\lambda_j$ contributes a positive term if $u_j\cdot g\ne0$ and nothing otherwise, so the branch can be convex but need not be.

\subsection{A convex branch}

The two-site model shows this for $\tau=1.0$, $U=4.0$ and $h=0.1$~eV at $a=0.8$. With $\frac89\,2^{-4/3}=0.3528$,
\begin{align}
H_0&=2.0-0.3528\times4.0=0.589\ {\rm eV},\qquad c=0.6472\times4.0=2.589\ {\rm eV},\\
H&=0.589-0.8\times2.589=-1.482\ {\rm eV},\qquad m=0.1/(-1.482)=-0.067 .
\end{align}
This stationary point is a maximum in $m$, the top of a barrier between two minima. The small-$m$ curvature is
\begin{equation}
-\frac{c^2h^2}{H^3}=\frac{(2.589)^2(0.1)^2}{(1.482)^3}=+0.021\ {\rm eV}.
\end{equation}
Without the small-$m$ expansion, the barrier top lies at $m=-0.0677$ with $d^2e/da^2=+0.0209$~eV. The lower minimum at the same $a$ lies at $m=0.838$ and has curvature $-0.430$~eV. Both branches obey $de/da=D$, with $D=1.169$~eV at the barrier top and 0.310~eV at the minimum.

The restriction to mirrored spin densities does not spoil stationarity. Exchanging the sites and flipping both spins leaves the energy unchanged and reverses the net charge transfer between the sites. The energy is therefore even in that charge transfer, and its first derivative vanishes where the transfer is zero.

Symmetry can hide a saddle from this test. At $h=0$ and the same $a$ the barrier top lies at $m=0$, where $dD/dm=0$, so $d^2e/da^2=0$ although the point is not a minimum. A convex sequence of energies, beyond numerical noise and with all settings fixed, shows that at least one of its members is not the global minimum. A concave sequence does not show that its members are global minima, because local minima also give concave branches.

\subsection{A kink}

Now admit the determinant with two up electrons as well, keeping every orbital purely spin up or purely spin down, and add a uniform magnetic field that lowers the state with both electrons up by 0.9~eV. In that state each site holds one up electron. The bonding and antibonding orbitals are both filled, so the hopping energies cancel, and the staggered field contributes nothing. The Hartree energy is $U$, and both exchange expressions give $-\frac U2(1+1)=-U$. The energy is therefore $-0.9$~eV for every $a$, with $D=0$.

The lowest state with one electron of each spin has positive $D$ and rises with $a$. It reaches $-0.9$~eV at $a=0.279$, where $D=0.799$~eV. Within this class of determinants the ground-state energy has slope 0.799~eV just below the crossing and zero just above it, as Eq.~(\ref{eq:onesided}) requires. Each state separately has a smooth energy there. A calculation restricted to zero spin projection would continue along the upper curve and see no kink. The restriction to pure up and down orbitals matters too. If orbitals may mix the two spin directions, and the semilocal term is evaluated with the eigenvalues of the spin density matrix on each site, a determinant with tilted spins lies about 0.06~eV below both states at the crossing, and this kink disappears.

\subsection{The ion Fe$^{3+}$}

The free ion Fe$^{3+}$ in its high-spin state has five 3d electrons of one spin, which fill that spin's d shell. This avoids a choice between partly filled d orbitals. The energies below are from unrestricted Kohn--Sham calculations without relativity, in the def2-TZVP basis, with 14 up and 9 down electrons. The semilocal part is the PBE functional and the full PBE correlation energy is kept at every $a$, so that $a=0.25$ is the functional PBE0. Basis and grid are the same throughout the table.

\begin{center}
\begin{tabular}{ccc}
$a$ & $E(a)-E(0)$ (eV) & $D_a$ (eV)\\
\hline
0.00 & \phantom{$-$}0.0000 & $-7.1708$\\
0.25 & $-1.8102$ & $-7.3097$\\
0.50 & $-3.6542$ & $-7.4404$\\
0.75 & $-5.5298$ & $-7.5635$\\
1.00 & $-7.4353$ & $-7.6795$
\end{tabular}
\end{center}

The digits serve to compare quantities within this one model; the physical accuracy is far lower and is discussed below. At $a=0$ and $a=1$ the solutions were found stable against small real, spin-conserving orbital rotations. This supports their being local minima within that class and does not prove that they are global ones.

At $a=0.25$ the exact exchange energy is $-1460.851$~eV and the PBE exchange energy of the same density is $-1453.542$~eV. Their difference is
\begin{equation}
D_{0.25}=-1460.851+1453.542=-7.309\ {\rm eV},
\end{equation}
or $-7.310$~eV ($-0.2686$~hartree) from unrounded values. It is 0.5\% of the exchange energy. The slope obtained from total energies alone, by a central difference between $a=0.20$ and $a=0.30$, is $-7.3096$~eV. It differs from $D_{0.25}$ by $6\times10^{-5}$~eV.

That residue can be accounted for. A central difference with step $s$ exceeds the derivative by $\frac{s^2}{6}E'''$ to leading order. Since $E'''=d^2D/da^2$, the values $D_{0.20}=-7.28258$, $D_{0.25}=-7.30969$ and $D_{0.30}=-7.33646$~eV give
\begin{equation}
E'''\approx\frac{-7.28258+2(7.30969)-7.33646}{(0.05)^2}=0.14\ {\rm eV},\qquad
\frac{(0.05)^2}{6}\times0.14=6\times10^{-5}\ {\rm eV}.
\end{equation}

The energies are concave. For the first three rows of the table,
\begin{equation}
E(0.50)-2E(0.25)+E(0)=-3.6542+3.6204=-0.0338\ {\rm eV},
\end{equation}
or $-0.0337$~eV from unrounded values; the next two second differences are $-0.0317$ and $-0.0299$~eV. Simpson's rule applied to the last column tests Eq.~(\ref{eq:integral}):
\begin{equation}
\frac{0.25}{3}\bigl[-7.1708-4(7.3097)-2(7.4404)-4(7.5635)-7.6795\bigr]=-7.435\ {\rm eV},
\end{equation}
in agreement with $E(1)-E(0)$.

\subsection{How much a single PBE calculation tells}

If the PBE orbitals are kept and the energy is evaluated at $a=0.25$, the change is
\begin{equation}
0.25\,D_0=0.25\times(-7.1708)=-1.7927\ {\rm eV}.
\end{equation}
Direct evaluation of the hybrid functional with these orbitals gives the same value. The self-consistent change is $-1.8102$~eV, so relaxation lowers the energy by $R=0.0175$~eV, which in this basis is 1\% of the change. Equation~(\ref{eq:relax}) allows at most
\begin{equation}
0.25\times(-7.1708+7.3097)=0.0347\ {\rm eV}.
\end{equation}
The actual value is close to half this bound. That is expected when $D$ falls almost linearly: the energy change is then the mean of the two end slopes times the interval, which puts $R$ midway between zero and the bound.

The size of $R$ is not converged in this basis, whose contracted functions hinder relaxation. With the uncontracted s, p and d functions of the larger def2-QZVPP basis, $R$ is 0.038~eV, or 2.2\% of the change. Neither percentage has been tested for iron bonded to other atoms.

The chord from $a=0$ to $a=1$ supplies the other side, $0.25\times(-7.4353)=-1.8588$~eV. Together,
\begin{equation}
-1.8588<-1.8102<-1.7927\quad\hbox{(eV)}.
\end{equation}

\subsection{The model and real iron}

The theorem allows any one-body Hamiltonian and any basis that stay fixed with $a$, so better choices alter the numbers and leave the proof intact. At $a=0.25$, removing the contraction of the basis functions raises $D$ by 0.38~eV. Adding scalar relativity in that uncontracted basis raises it by a further 1.35~eV, so that $D\approx-7.31+0.38+1.35=-5.6$~eV. The magnitude is 24\% below the value in the table. The curvature changes by a larger factor. Between $a=0$ and $a=0.25$, $D$ falls by 0.139~eV in the table. It falls by 0.303~eV with the uncontracted s, p and d functions of def2-QZVPP, and by 0.310~eV with scalar relativity and those of def2-TZVP. The table thus shows the right sign of the curvature, but over this range its size is too small by about a factor of two. Spin--orbit coupling and the remaining incompleteness of the basis are not included.

Iron in an oxide or as an impurity in a semiconductor is also not a free ion. Six point charges of $-2e$ at 0.20~nm, a rough iron--oxygen distance, raise $D$ by 0.030~eV, or 0.4\%. This is only an order of magnitude for the electrostatic part. Without the compensating charges of a crystal, the six charges raise the potential energy of an electron at the ion by 86~eV and lift the occupied 3d level from $-48$ to $+38$~eV, so the electrons are held in place only by the finite basis. The shift depends on that basis: it is 0.029~eV in def2-TZVPP, and the part due to the spherical average of the field grows from 0.005~eV in def2-TZVP to between 0.013 and 0.018~eV in larger bases. Real iron shares electrons with its neighbours, and the effect of that covalency on $D$ has not been estimated here.

\subsection{Energy differences and other parameters}

An ionisation energy is a difference $E_A-E_B$ of two ground-state energies, and a reaction energy is a similar combination of two or more. For a difference of two terms that are both differentiable,
\begin{equation}
\frac{d}{da}(E_A-E_B)=D_A-D_B .
\end{equation}
For the ion with and without the six charges, both taken as minima within the def2-TZVP basis, this is 0.030~eV at $a=0.25$, although each separate slope is about $-7.3$~eV. The sign of the curvature is not fixed for differences. If $E_A-E_B$ and $E_B-E_A$ were both concave, the difference would be both concave and convex, and hence a straight line.

The nuclear positions may be included in the minimisation, provided that a minimum exists. For each geometry and determinant the energy is still a straight line in $a$, so the relaxed energy is concave too. Correlation may also depend on $a$, provided that it does so linearly at fixed $\Phi$; its derivative is then added to $D$.

Two other changes fall outside the proof. A range-separation parameter enters the exchange kernel nonlinearly, so the energy at fixed orbitals is not a straight line in it. A pseudopotential regenerated for each $a$ changes the one-body Hamiltonian, and the cancellation that led to Eq.~(\ref{eq:affine}) no longer occurs. In either case concavity may still be found in a particular system, but it does not follow from the argument given here.

\section*{Calculated quantities}
\begin{verbatim}
Fe3+ sextet, UKS, def2-TZVP, nonrelativistic
electrons up, down: 14 9  basis functions: 45
E(0), plain PBE: -34323.0128 eV
a, E(a)-E(0) in eV, D(a) in eV:
  0.00     0.00000    -7.17083
  0.20    -1.44543    -7.28258
  0.25    -1.81024    -7.30969
  0.30    -2.17639    -7.33646
  0.50    -3.65416    -7.44039
  0.75    -5.52980    -7.56347
  1.00    -7.43531    -7.67945
second differences, a spacing 0.25 (eV): [-0.03368 -0.03171 -0.02987]
at a=0.25: exact exchange -1460.8514 eV
at a=0.25: PBE exchange -1453.5417 eV
at a=0.25: D = -7.30969 eV = -0.268626 hartree
finite-difference step in a: 0.05
slope from total energies: -7.30963 eV
curvature from total energies: -0.53876 eV
curvature from change of D: -0.53877 eV
Simpson integral of D, 0 to 1: -7.43531 eV
E(0.25)-E(0), tangent at 0: -1.79271 eV
E(0.25)-E(0), frozen PBE orbitals: -1.79271 eV
E(0.25)-E(0), chord 0 to 1: -1.85883 eV
orbital relaxation at a=0.25: 0.01753 eV
Left-out effects at a=0.25
uncontracting basis, change of E: -0.2106 eV
uncontracting basis, change of D: 0.37888 eV
scalar relativity, change of E: -243.328 eV
scalar relativity, change of D: 1.34977 eV
six charges of -2 e at 0.20 nm, change of D: 0.02987 eV
Two-site model: hopping 1.0, U 4.0 eV
staggered field 0.1, triplet field gain 0.9 eV
branches at a = 0.8:
  minimum: m 0.83776, D 0.31011 eV
    Hessian 8.51571 eV, d2E/da2 -0.42970 eV
  barrier top: m -0.06767, D 1.16888 eV
    Hessian -1.46911 eV, d2E/da2 0.02087 eV
singlet-triplet crossing at a = 0.27882
energy at crossing: -0.90000 eV
slope left, right of crossing: 0.7989, 0.0000 eV
D of singlet, triplet there: 0.7989, 0.0000 eV
\end{verbatim}
